\section*{Why band-wise RMM-DIIS can lose states, and when it cannot}

\section{The decision: when to hand over to RMM-DIIS}

A self-consistent calculation can start with a block eigensolver and later change to RMM-DIIS, which refines each band separately by reducing its residual. The practical question is when this change is safe. Made too early, it can deliver bands with negligible residuals among which a low-lying state is missing. The residuals give no warning, because every band is then a genuine eigenvector, though not all are the wanted ones.

The cause is the quantity being minimized. The residual norm vanishes at every eigenvector, so each eigenvector attracts bands. For the cycles defined below, a band whose residual is less than half of each adjacent gap can converge only to the level nearest in energy. With a larger residual the destination can depend on the algorithm.

The Hamiltonian $H$ is held fixed while the bands are refined, as within one self-consistency step. The basis is orthonormal. For a normalized vector $x$ define
\begin{equation}
\rho=\langle x|H|x\rangle ,\qquad
s^2=\|(H-\rho)x\|^2=\langle H^2\rangle-\rho^2 .
\label{eq:def}
\end{equation}
Thus $s^2$ is the energy variance. With eigenvalues $e_i$ and weights $p_i=|\langle i|x\rangle|^2$, one has $\rho=\sum_i p_ie_i$ and $s^2=\sum_i p_i(e_i-\rho)^2$.

\section{Every eigenvector is a minimum}

Rotate eigenvector $|j\rangle$ towards another one, $x=\cos\theta\,|j\rangle+\sin\theta\,|i\rangle$, and write $\Delta=e_i-e_j$. Then $\rho=e_j+\Delta\sin^2\theta$, so the two levels lie at $-\Delta\sin^2\theta$ and $\Delta\cos^2\theta$ from $\rho$, and
\begin{align}
s^2&=\cos^2\theta\,\Delta^2\sin^4\theta+\sin^2\theta\,\Delta^2\cos^4\theta\nonumber\\
&=\Delta^2\sin^2\theta\cos^2\theta .
\label{eq:rot}
\end{align}
For small $\theta$ this gives $s^2\simeq\Delta^2\theta^2$, whereas $\rho-e_j\simeq\Delta\,\theta^2$. The curvatures at $|j\rangle$ are therefore $2\Delta^2$ for the squared residual and $2\Delta$ for the energy.

The sign of $\Delta$ makes the difference. If a lower state exists, the energy curves downwards in its direction: an excited eigenvector is a saddle of $\rho$ or, for the highest level, a maximum, and a small admixture of the lower state grows under energy minimization. The squared residual has lost the sign. It curves upwards towards lower and higher states alike, so the same admixture is removed. This is what allows a band to be refined without orthogonalization to the bands below it, and it is also what allows a state to be lost.

Along this rotation, $s$ peaks at the equal mixture, where $s=|\Delta|/2$. For adjacent levels no path has a lower maximum, as (\ref{eq:circle}) below shows; for non-adjacent levels a path through the intermediate eigenvectors does.

\section{When a band is captured}

Consider one DIIS cycle under three conventions. The shift $\rho$ is that of the starting vector $x$ and stays fixed during the cycle; the search space contains $x$; the cycle returns the normalized vector $y$ that minimizes $\|(H-\rho)y\|$ in that space. Variants that combine residuals with different shifts, or append a final unminimized step, are not covered by the bounds below. The usual Pulay form, with coefficients that sum to one and residuals taken at updated shifts, is such a variant: its basins can differ strongly from those found below, and a band with a small residual can still leave its cell.

Let $\rho'$ and $s'$ belong to $y$. Split the shifted residual as
\begin{equation}
(H-\rho)y=(H-\rho')y+(\rho'-\rho)y .
\end{equation}
The two parts are orthogonal because $\langle y|H-\rho'|y\rangle=0$. Their squared norms add, and since $x$ itself was available with the value $s^2$,
\begin{equation}
s'^2+(\rho'-\rho)^2\le s^2 .
\label{eq:mono}
\end{equation}
The residual norm never rises, and the energy moves by at most $s$.

Now take two adjacent distinct levels $e_j<e_{j+1}$ with gap $g$ and midpoint $m$. No level lies between them, so $(e_k-e_j)(e_k-e_{j+1})\ge0$ for every $k$. Averaging over the weights of $y$, with $e_j+e_{j+1}=2m$ and $e_je_{j+1}=m^2-g^2/4$, gives
\begin{align}
0&\le\langle H^2\rangle_y-2m\rho'+m^2-\tfrac14g^2\nonumber\\
&=s'^2+(\rho'-m)^2-\tfrac14g^2 ,
\label{eq:circle}
\end{align}
where $\langle H^2\rangle_y=s'^2+\rho'^2$ was used. In a plot of $s'$ against $\rho'$, the half-disc over the gap is forbidden.

Suppose the band starts below the midpoint, at distance $\delta=m-\rho>0$, and reaches or crosses it: $\rho'=\rho+d$ with $d\ge\delta$. Then
\begin{align}
s'^2+(\rho'-m)^2&=s'^2+d^2-2d\delta+\delta^2\nonumber\\
&\le s^2-2d\delta+\delta^2\le s^2-\delta^2 .
\end{align}
The first inequality is (\ref{eq:mono}), the second uses $d\ge\delta$. Comparison with (\ref{eq:circle}) shows that crossing requires
\begin{equation}
s^2\ge\tfrac14g^2+(\rho-m)^2 .
\label{eq:cross}
\end{equation}
The mirror image covers crossing from above. Once $s$ is below half of each adjacent gap, the band is captured: $s$ cannot rise, so $\rho$ stays in the cell of energies closest to one level. The preconditioner and the number of trial vectors do not enter the argument.

Capture fixes the destination but does not guarantee arrival. If $s\to0$, then $s^2\ge\min_i(e_i-\rho)^2$ forces $\rho$ to the level of its cell. But a short cycle can stall. With the two vectors $x$ and $r=(H-\rho)x$ and no preconditioner, the coupling in the minimization is $\langle x|(H-\rho)^2|r\rangle=\mu_3$, where $\mu_n=\langle(H-\rho)^n\rangle$. If $\mu_3=0$, the vectors decouple. The value for $r$ is $\mu_4/\mu_2\ge\mu_2=s^2$, so $x$ remains a minimizer although $s>0$.

The bound was tested on an eight-level matrix with a diagonal preconditioner. Of the cycles run from 120 starts, 46 crossed a midpoint, all in accordance with (\ref{eq:cross}), and no band changed cell after capture.

\section{Basins for three levels}

Take model levels at 0, 1 and 3~eV. The midpoints are $m_1=0.5$ and $m_2=2.0$~eV, and the half gaps are 0.5 and 1.0~eV. The smaller half gap is 0.0184 hartree. Up to phases, a vector is a point in the triangle $p_1+p_2+p_3=1$.

\subsection{A cycle with three vectors}

Without a preconditioner, the second DIIS vector brings in $Hx$ and the third $H^2x$. If all weights are nonzero and $\mu_3\ne0$, these span the whole three-dimensional space. The cycle then minimizes $\sum_i p_i'(e_i-\rho)^2$ over all weights $p_i'$, which puts the full weight on the level closest to the initial $\rho$. Cycles run from random complex starts were tested against this rule.

The basin borders are thus the straight lines $\rho=m_1$ and $\rho=m_2$. With $g_1=e_2-e_1$, $g_2=e_3-e_2$ and $W=e_3-e_1$, state 1 is reached if
\begin{equation}
p_2g_1+p_3W<\tfrac12g_1 .
\end{equation}
This line cuts the two edges that meet at corner 1 at $p_2=1/2$ and $p_3=g_1/(2W)$. The fraction of the area cut off is the product of these lengths. The same argument applies at corner 3, so
\begin{equation}
A_1=\frac{g_1}{4W},\qquad A_3=\frac{g_2}{4W},\qquad A_2=1-\frac{g_1+g_2}{4W}=\frac34 .
\label{eq:areas}
\end{equation}
The middle state receives three quarters of the triangle wherever it lies between the other two. Here $A_1=1/12=0.083$ and $A_3=2/12=0.167$.

Area is also a probability for an uninformed start. If the components of $x$ are independent complex Gaussian numbers of equal variance, the $|x_i|^2$ have a joint density that depends on their sum alone, and the normalized weights are uniform over the triangle.

The limit of a distant upper level is instructive. As $W\to\infty$ at fixed $g_1$, $A_1$ tends to zero, because any admixture $p_3$ above $g_1/(2W)$ lifts $\rho$ out of the lowest cell. Even at the present spacing, anything above $p_3=1/6$ suffices. In this model, where three vectors span the whole space, a rough starting vector with some high-energy content is therefore easily assigned to too high a state, even if it resembles the lowest one. In a large basis a short cycle spans only a small subspace and the nearest-energy rule does not apply; the state reached then depends on the amount of high-energy content and on the preconditioner. Over the whole triangle, the state reached differs from the one with the largest weight in a fraction 0.417 of the area.

\subsection{Infinitesimal steps}

The opposite limit is steepest descent on $s^2$ in very small steps. For real $x$, the gradient of $\langle x|A|x\rangle/\langle x|x\rangle$ at unit norm is $2(A-\langle A\rangle)x$. Applied to $\langle H^2\rangle-\langle H\rangle^2$, this gives
\begin{align}
\nabla s^2&=2(H^2-\langle H^2\rangle)x-4\rho(H-\rho)x\nonumber\\
&=2\left[(H-\rho)^2-s^2\right]x .
\end{align}
With $dx/dt=-\tfrac12\nabla s^2$, where $t$ is a descent parameter and not physical time, the weights obey
\begin{equation}
\frac{dp_i}{dt}=-2p_i\left[(e_i-\rho)^2-s^2\right].
\label{eq:flow}
\end{equation}
Levels closer to $\rho$ than $s$ gain weight and the others lose it. But $\rho$ moves meanwhile. Since $\sum_i dp_i/dt=0$ and $\sum_i p_i(e_i-\rho)=0$,
\begin{equation}
\frac{d\rho}{dt}=\sum_i(e_i-\rho)\frac{dp_i}{dt}=-2\mu_3 .
\end{equation}

On the line $\rho=m_1$, put $d_i=e_i-m_1$. Because $\sum_ip_id_i=0$, one may subtract a multiple of it:
\begin{equation}
\mu_3=\sum_i p_id_i\left(d_i^2-\tfrac14g_1^2\right)=p_3d_3\left(d_3^2-\tfrac14g_1^2\right)\ge0 .
\end{equation}
Levels 1 and 2 drop out since $d_{1,2}=\mp g_1/2$. Hence $\rho$ can cross $m_1$ downwards but not upwards. By reflection, it can cross $m_2$ only upwards. The outer basins contain their straight-line cells and take additional area from the middle one. The computed areas are 0.305, 0.433 and 0.262 for states 1, 2 and 3, against 0.083, 0.750 and 0.167 for the three-vector cycle.

The two methods disagree over 0.317 of the triangle. They agree wherever $s$ is below the smallest half gap, since the flow also lowers $s$ and, by (\ref{eq:circle}), cannot pass a midpoint with $s<g/2$. That region covers about 0.03 of the triangle; using the gaps adjacent to each level, which allows $s$ up to 1.0~eV in the cell of state 3, raises this to about 0.08. For an uninformed start, then, this sufficient condition covers only a small part of the triangle, and for about a third of the starts these two algorithms alone already end at different states. The numerical output contains a coarse map of both sets of basins.

\subsection{One start, two destinations}

Take $p=(0.5,0.1,0.4)$. Then $\rho=0.1+1.2=1.3$~eV and $s^2=(0.1+3.6)-1.3^2=2.01$~eV$^2$, so $s=1.42$~eV. The levels lie 1.3, 0.3 and 1.7~eV away from $\rho$. The three-vector cycle converges to state 2, which had a tenth of the weight; the descent flow goes to state 1.

The intermediate stage of the cycle is revealing. After two vectors, the minimizer has $\rho=0.095$~eV, $s=0.321$~eV and weight 0.911 on state 1. If the cycle ended there and the shift were updated, the band would be captured by state 1, since $s$ is below 0.5~eV. With the old shift retained, the same vector has the norm
\begin{equation}
\sqrt{0.321^2+(1.3-0.095)^2}\ \mathrm{eV}=1.247\ \mathrm{eV},
\end{equation}
which is far above the 0.3~eV offered by state 2. The third vector makes state 2 accessible, and the band switches. The number of trial vectors per cycle can thus decide which eigenvector is found.

\section{How two bands lose a state}

Suppose the two lowest states are wanted. Diagonalizing $H$ within the space of the two starting bands gives Ritz values $\theta_1\le\theta_2$, and each Ritz vector is then refined separately by the three-vector cycle.

The starting plane is specified by its unit normal $n$, with weights $q_i$ on the eigenvectors. The residual of a Ritz vector $v$ is orthogonal to the plane, so $(H-\theta)v\propto n$ and $v_i\propto n_i/(e_i-\theta)$. Since $v$ is orthogonal to $n$, $\sum_iq_i/(e_i-\theta)=0$. Multiplication by all three denominators gives
\begin{equation}
P(\theta)=\sum_i q_i\prod_{j\ne i}(\theta-e_j)=0 .
\end{equation}
The values $P(e_1)\ge0$, $P(e_2)\le0$ and $P(e_3)\ge0$ show that $e_1\le\theta_1\le e_2\le\theta_2\le e_3$. Band 1 therefore reaches state 1 or 2, and band 2 reaches state 2 or 3. As $P$ is negative between its roots, band 1 reaches state 1 if $P(m_1)<0$, and band 2 reaches state 2 if $P(m_2)>0$. For the present levels, in eV$^2$,
\begin{align}
P(m_1)&=1.25q_1-1.25q_2-0.25q_3,\nonumber\\
P(m_2)&=-q_1-2q_2+2q_3 .
\end{align}

Three starts show what can happen (energies in eV):
\begin{center}
\begin{tabular}{lccc}
$q$ & $\theta_1,\ \theta_2$ & $s_1,\ s_2$ & reached\\
$(0.1,0.1,0.8)$ & 0.24, 1.26 & 0.70, 0.75 & 1, 2\\
$(0.1,0.8,0.1)$ & 0.11, 2.79 & 0.32, 0.62 & 1, 3\\
$(0.45,0.05,0.5)$ & 0.84, 1.61 & 0.62, 1.33 & 2, 2
\end{tabular}
\end{center}

The second start leaves a hole. For it, $P(m_1)=-0.9$ and $P(m_2)=-1.5$~eV$^2$. State 2 has a weight of only $1-q_2=0.2$ in the starting plane. Both bands are already captured: 0.32~eV is below the half gap of 0.5~eV next to state 1, and 0.62~eV is below the 1.0~eV next to state 3. No residual minimizer obeying the conventions above can repair this. The final band-energy sum is 3~eV instead of 1~eV, yet the residuals vanish and the bands are orthogonal. Diagonalization within the final plane merely returns states 1 and 3.

The third start gives a duplicate. Here the final overlap is 1, so the overlap matrix is singular and the failure is visible. Orthogonalization would keep from the second band only its small remaining difference from the first, a poorly controlled direction. Neither band was captured at the start, so another algorithm could have ended elsewhere.

For random complex planes, the areas in the triangle of $q$ give a correct pair with probability 0.21, a hole (1,3) with 0.38, a duplicate (2,2) with 0.13 and the loss of the lowest state (2,3) with 0.29. Cycles from 2000 sampled planes agree within sampling error. These figures describe a deliberately uninformed start in a three-level model, not a failure rate for production calculations.

\section{What to do in practice}

\paragraph{Converge the subspace first.} Use a block or energy-minimizing solver until every wanted state is well represented. The target is $\theta_k-e_k$ below half the gap above $e_k$, and $s_k$ below half of each adjacent gap. For cycles that obey the three conventions, each band is then captured by its own level; for variants with updated shifts or a final unminimized step this is a guide, not a guarantee. Orbitals from a nearby geometry help for the same reason.

\paragraph{Do not take Ritz spacings for true gaps.} In the hole example the Ritz values are 2.69~eV apart, and both residuals are below half that spacing. The start looks safe because the missing level is absent from the list. Small residuals certify eigenvectors, not completeness.

\paragraph{Carry extra bands.} By the min--max principle, enlarging the trial space cannot raise its $k$th Ritz value, which lies at or above $e_k$. Extra bands therefore bring the wanted Ritz values closer to their targets or leave them unchanged. This gain comes from the joint diagonalization, before the bands are refined separately. The residual of an individual band can nevertheless rise when the space is enlarged, so the condition on $s_k$ must still be checked.

\paragraph{Check with new directions.} If a hole is suspected, add random vectors to the converged bands and run a few block iterations. A new vector is needed because an exact excited eigenvector is stationary for the energy as well; once a component of the missing lower state is present, energy minimization amplifies it. A new eigenvalue below that of the highest converged band reveals the loss.

\paragraph{Do not rely on self-consistency to repair it.} If the Hamiltonian changes by $\delta H$, the new residual norm is at most $s+\|\delta H\,x\|$, because $\rho$ is the shift that minimizes the norm for given $x$. While this stays below half the adjacent gaps of the new Hamiltonian, the band is captured by the new level nearest to its energy. Late in the cycle, when $\delta H$ is too small to change the order of the levels, a hole can therefore persist to convergence.

\paragraph{Take care with dense spectra.} The capture threshold shrinks with the gap, so for closely spaced levels capture of each band by one level is guaranteed only at smaller residuals. The condition is sufficient, not necessary. If a cluster of close levels is carried as a whole and is well separated from the rest, the bands may mix within it, and a diagonalization in the space of the bands recovers the levels as long as the bands still span the cluster. Exact degeneracy is different: all vectors of the eigenspace have zero residual, and the relevant gaps are those to the neighbouring distinct levels. What must then be checked is that the bands span the whole eigenspace.

\section*{Computed values}
\begin{verbatim}
levels e1 e2 e3 (eV): 0.0 1.0 3.0
midpoints m1 m2 (eV): 0.5 2.0
half gaps (eV): 0.5 1.0
smallest half gap (hartree): 0.01837
basin shares, states 1 2 3 (fraction of triangle area):
  DIIS, three vectors: 0.083 0.750 0.167
  descent flow:        0.305 0.433 0.262
share where flow and DIIS differ: 0.317
share where DIIS misses the largest weight: 0.417
share with s below smallest half gap: 0.031
map: rows p3, columns p2 = 0.033, 0.133, ...; p1 = 1-p2-p3
  p3=0.033  DIIS 1111222222  flow 1111122222
  p3=0.133  DIIS 122222222   flow 111122222
  p3=0.233  DIIS 22222222    flow 11122222
  p3=0.333  DIIS 2222222     flow 1112222
  p3=0.433  DIIS 222222      flow 112222
  p3=0.533  DIIS 22223       flow 33333
  p3=0.633  DIIS 2333        flow 3333
  p3=0.733  DIIS 333         flow 333
  p3=0.833  DIIS 33          flow 33
  p3=0.933  DIIS 3           flow 3
single start, weights p1 p2 p3: 0.5 0.1 0.4
  1 vectors: rho 1.3000 eV, s 1.4177 eV, fixed-shift norm 1.4177 eV, weights 0.5000 0.1000 0.4000
  2 vectors: rho 0.0948 eV, s 0.3212 eV, fixed-shift norm 1.2472 eV, weights 0.9110 0.0862 0.0029
  3 vectors: rho 1.0000 eV, s 0.0000 eV, fixed-shift norm 0.3000 eV, weights 0.0000 1.0000 0.0000
  descent flow from the same start reaches state 1
two-band starts (q: weights of the normal to the plane):
  correct: q 0.1 0.1 0.8 | Ritz 0.2377 1.2623 eV | s 0.6989 0.7494 eV
    reached 1,2; band-energy sum 1.0000 eV; overlap 0.0000
  hole: q 0.1 0.8 0.1 | Ritz 0.1074 2.7926 eV | s 0.3214 0.6219 eV
    reached 1,3; band-energy sum 3.0000 eV; overlap 0.0000
  duplicate: q 0.45 0.05 0.5 | Ritz 0.8369 1.6131 eV | s 0.6168 1.3293 eV
    reached 2,2; band-energy sum 2.0000 eV; overlap 1.0000
random planes, share of outcomes (area rule / sampled cycles):
  states 1,2: 0.208 / 0.208
  states 1,3: 0.375 / 0.368
  states 2,2: 0.125 / 0.124
  states 2,3: 0.292 / 0.299
sampled planes: 2000
eight-level test: 120 starts, 46 cycles crossed a midpoint, 120 starts captured
  median final residual: 5.5e-10 eV
\end{verbatim}
